Helicon waves in a metal and their standing modes in a sodium plate

**Problem**

A metal contains n conduction electrons per unit volume, each of charge −e (e > 0) and mass m, with relaxation time τ. A static magnetic field B points along z. A weak transverse electromagnetic wave travels along z. Use the local Drude model and SI units.

(a) Find the complex frequency of the wave that turns in the same sense as the electrons' cyclotron motion, for a given real wave number q. Identify its low-frequency form and its damping.

(b) Find the complex wave number at a given real frequency, for both senses of rotation.

(c) A plate of thickness d, very wide compared with d, lies normal to B. Find its standing-wave frequencies.

(d) The plate is driven by a uniform transverse field b₀ along x, and a coil picks up the thickness average of the field along y. Which modes appear, where is each peak, and how wide is it?

(e) Evaluate the results for sodium with d = 1 mm, B = 1 T and τ = 10⁻¹⁰ s, a value chosen to represent a cold, pure sample. Take one conduction electron per atom and a body-centred cubic cell with an edge of roughly 4.2 Å.

(f) Estimate the error made by treating the conductivity as local.

**Solution**

**(a) Frequency at real wave number**

The mean electron velocity v obeys

m dv/dt = −e(E + v×B) − mv/τ.

The force from the wave's own magnetic field b is a product of two small quantities and is dropped. All wave quantities vary as exp(i(qz − ωt)), so d/dt becomes −iω, and

eE = −m(1/τ − iω)v − e v×B.

Inserting v = −J/(ne) and dividing by e gives

E = ρ₀(1 − iωτ)J + J×B/(ne),  ρ₀ = m/(ne²τ).

The last term is the Hall field. It couples the x and y components, because J×ẑ = (J_y, −J_x, 0). The combinations J± = J_x ± iJ_y remove the coupling:

(J×ẑ)± = J_y ∓ iJ_x = ∓iJ±.

With ω_c = eB/m one has B/(ne) = ρ₀ω_cτ, so

E± = ρ₀(1 − iωτ ∓ iω_cτ)J±.  (1)

To identify the senses of rotation, set J₊ = 0. Then J_y = iJ_x, and at z = 0 the real parts are J_x ∝ cos ωt and J_y ∝ sin ωt: the vector turns from x towards y. A free electron obeys dv_x/dt = −ω_c v_y and dv_y/dt = ω_c v_x, which is the same sense. The wanted wave is therefore the minus component.

Maxwell's equations, without displacement current, are ∇×E = −∂b/∂t and ∇×b = μ₀J. Taking the curl of the first, and using ∇×∇×E = q²E for a transverse plane wave,

q²E± = iωμ₀J±.  (2)

The omitted displacement term is smaller than q²E by the factor (ω/qc)², where c is the speed of light.

Combining (1) and (2) for the minus component,

q²ρ₀(1 − iωτ + iω_cτ) = iωμ₀.

Move the term in ωτ to the right and divide by iμ₀, using (1 + iω_cτ)/i = ω_cτ − i:

(q²ρ₀/μ₀)(ω_cτ − i) = ω(1 + q²ρ₀τ/μ₀).

Since ρ₀ω_cτ/μ₀ = B/(μ₀ne), and with λ² = ρ₀τ/μ₀ = m/(μ₀ne²), the solution is

Ω = [Bq²/(μ₀ne)] [1 − i/(ω_cτ)] / (1 + q²λ²).  (3)

The factor 1 + q²λ² comes from electron inertia. For qλ ≪ 1 the real part becomes the helicon dispersion

ω = Bq²/(μ₀ne).  (4)

The mass has cancelled: the Hall field, and not inertia, sets the frequency.

Write Ω = ω − iγ. The amplitude decays as exp(−γt), with

γ/ω = 1/(ω_cτ).

The amplitude therefore falls by a factor e while the wave turns through ω_cτ radians. For qλ ≪ 1 the rate itself is γ = q²ρ₀/μ₀, which does not contain B. It is the rate at which resistance makes a magnetic disturbance diffuse away. Raising B makes the wave oscillate faster while it decays at the same rate. If ω_cτ ≪ 1, the disturbance decays before it can complete an oscillation, and there is no helicon in any useful sense.

The plus component gives the same equation with ω_cτ replaced by −ω_cτ, so its frequency is −Ω*. This is the complex-conjugate description of the same real motion, with q reversed, and not a second oscillation.

**(b) Wave number at real frequency**

Now ω is real and positive, and the wave number k is unknown. Equations (1) and (2) give

k±² = iωμ₀ / [ρ₀(1 − iωτ ∓ iω_cτ)].

For the minus component, take iω_cτ out of the bracket in the denominator. For the plus component, take out −iω_cτ. The results are

k₋² = (ωμ₀ne/B) / [1 − ω/ω_c − i/(ω_cτ)],
k₊² = −(ωμ₀ne/B) / [1 + ω/ω_c + i/(ω_cτ)].  (5)

For ω ≪ ω_c and ω_cτ ≫ 1, expanding the square root of the first line gives

k₋ ≈ (ωμ₀ne/B)^{1/2} [1 + i/(2ω_cτ)].

The ratio Im k/Re k is thus 1/(2ω_cτ), half the ratio γ/ω, because ω is proportional to the square of the wave number. The plus component has a nearly negative k², so it is evanescent: it penetrates a distance of about (B/(ωμ₀ne))^{1/2} without propagating.

**(c) Standing waves in the plate**

Let the faces be z = 0 and z = d. In the metal, Faraday's law gives |E|/|b| = ω/q. In an outgoing vacuum wave the ratio is c. The tangential components of E and b are continuous at a face, so the surface value of b is at most of order ω/(qc) times its largest value inside. This number is minute at helicon frequencies, and the boundary condition is

b = 0 at z = 0 and z = d.

Equation (3) depends on q², so waves with +q and −q share one frequency and can be superposed. The combination that vanishes at z = 0 is b ∝ sin qz, and the second face requires

q_N = Nπ/d,  N = 1, 2, 3, …

With (4), the frequencies f_N = ω_N/(2π) are

f_N = N²πB/(2μ₀ned²).  (6)

They grow as N², unlike the evenly spaced tones of a string, because the dispersion is quadratic. The electric field and current vary as cos q_N z and are largest at the faces. The calculation treats the plate as laterally infinite; edge effects are not included.

**(d) The driven plate**

The drive fixes b = b₀x̂ at both faces, with time factor exp(−iωt). For fields depending on z alone, (∇×b)± = ±i db±/dz, and the same holds for E. Ampère's law is then μ₀J± = ±i db±/dz, and Faraday's law is iωb± = ±i dE±/dz. By the definition of k± in (b), E± = iωμ₀J±/k±². Substitution gives

d²b±/dz² = −k±²b±.

Since the drive has b₊ = b₋ = b₀ at the faces, write b± = b₀ + Σ a_N sin(q_N z). The sine coefficients of the constant b₀ are c_N = 4b₀/(Nπ) for odd N and zero for even N. Equating coefficients,

−q_N²a_N = −k±²(a_N + c_N),  so  a_N = c_N k±²/(q_N² − k±²).

The thickness average of sin(q_N z) is 2/(Nπ) for odd N, hence

⟨b±⟩ = b₀ + Σ_{N odd} [8b₀/(N²π²)] k±²/(q_N² − k±²).

Even modes are absent: a uniform drive has no overlap with them.

For negligible inertia (ω ≪ ω_c and q_Nλ ≪ 1), comparison of (5) with (3) gives k₋²/q_N² = ω/Ω_N and k₊²/q_N² = −ω/Ω_N*. The measured component is ⟨b_y⟩ = (⟨b₊⟩ − ⟨b₋⟩)/(2i). The constant b₀ cancels, and mode N contributes 8b₀/(N²π²) times

(1/2i)[−ω/(Ω_N* + ω) − ω/(Ω_N − ω)]
= (1/2i)[−ω(Ω_N + Ω_N*)] / [(Ω_N* + ω)(Ω_N − ω)].

Here Ω_N + Ω_N* = 2ω_N, and the denominator multiplies out to |Ω_N|² − ω² + ω(Ω_N − Ω_N*), where Ω_N − Ω_N* = −2iγ_N. Therefore

⟨b_y⟩ = i Σ_{N odd} [8b₀/(N²π²)] ωω_N / (|Ω_N|² − ω² − 2iγ_Nω).  (7)

The squared magnitude of a single term is proportional to

1 / [(|Ω_N|²/ω − ω)² + 4γ_N²].

It is largest when the first bracket vanishes, at

ω = |Ω_N| = ω_N [1 + 1/(ω_cτ)²]^{1/2}.

It falls to half when |Ω_N|²/ω − ω = ±2γ_N. The positive roots of these two quadratic equations are (γ_N² + |Ω_N|²)^{1/2} ∓ γ_N, so the full width at half power is 2γ_N. The quality factor, peak frequency divided by width, is

Q = |Ω_N|/(2γ_N) = ½[1 + (ω_cτ)²]^{1/2} ≈ ω_cτ/2.

These results hold for an isolated mode; the tails of other modes shift the peak slightly. They describe the averaged field, that is, the flux through the coil. The voltage induced in the coil carries an extra factor ω, which moves the peak of a single term to |Ω_N|²/(ω_N² − γ_N²)^{1/2} and removes it when ω_cτ < 1.

**(e) The sodium plate**

The cubic cell holds two atoms, so

n = 2/(4.2×10⁻¹⁰ m)³ = 2.70×10²⁸ m⁻³.

With the free-electron mass for m, the magnetic parameters are

ω_c = eB/m = 1.759×10¹¹ rad/s,  ω_cτ = 17.6,
B/(μ₀ne) = 1.840×10⁻⁴ m²/s.

The lowest mode has q₁ = π/(10⁻³ m) = 3141.6 m⁻¹, so

ω₁ = (1.840×10⁻⁴ m²/s)(3141.6 m⁻¹)² = 1816 rad/s,
f₁ = ω₁/(2π) = 289 Hz,
γ₁ = ω₁/(ω_cτ) = 103 s⁻¹.

Multiplying by N² gives the next modes:

N = 1: f = 289 Hz, γ = 103 s⁻¹
N = 2: f = 1156 Hz, γ = 413 s⁻¹
N = 3: f = 2601 Hz, γ = 929 s⁻¹

These digits belong to the stated inputs, including the free-electron mass. At fixed τ, a larger effective mass would leave the frequencies unchanged but raise the decay rates in proportion. Since f is proportional to 1/n, and so to the cube of the cell edge, rounding the edge to 4.2 Å alone leaves an uncertainty of nearly 4% in the frequencies.

A millimetre of metal thus resonates at an audio frequency. A vacuum wave with the same wave number would be faster by the factor qc/ω; here ω/(qc) = 1.9×10⁻⁹, which justifies the boundary condition in (c) for the laterally infinite plate. A real plate of width L is far smaller than the vacuum wavelength, so its outside field is quasi-static and falls off over a distance of order L; the surface value of b is then of order d/L times its inner value, and the mode frequencies shift by a fraction of the same order. For a lossless wave with lateral wave number π/L and L = 10d, the lowest frequency rises by about 6%, so the values above apply only to a plate with d/L well below the accuracy wanted. The inertial term is q₁²λ² = 1.0×10⁻⁸.

Left free, the first mode decays by a factor e in 1/γ₁ = 9.7 ms. Under drive its width is 2γ₁/(2π) = 32.9 Hz and its quality factor is 8.8. The damping moves the peak of the isolated N = 1 term up from f₁ by only 0.47 Hz; with the tails of the other modes included the shift is 0.44 Hz.

Evaluating the averaged response at the three frequencies gives |⟨b_y⟩|/b₀ = 7.13, 0.16 and 0.79 for N = 1, 2 and 3. The first value follows from (7): near resonance the N = 1 term is about (8/π²)ω₁/(2γ₁). The small value at N = 2 is the sum of the tails of the odd modes. At ω₁ the opposite rotation penetrates 0.32 mm, and the helicon has Im k/Re k = 0.028.

The condition ω_cτ = 1 is reached at τ = 5.7×10⁻¹² s. At 1 T, a sample with a relaxation time much shorter than this shows no sharp resonance: Q falls to about ½, and the peak height of the N = 1 term in (7), (8/π²)ω₁/(2γ₁) = (4/π²)ω_cτ, becomes small. Only a weak, broad maximum of |⟨b_y⟩| near |Ω₁| remains, and the coil voltage shows none there, which is why a cold, pure metal is needed.

**(f) Electron motion along the field**

An electron moving along z samples different phases of the wave. Let Φ(φ, v_z) exp(i(qz − ωt)) be the energy displacement of the Fermi surface, where φ is the angle of the transverse velocity. The magnetic field advances φ at the rate ω_c, so the linearized Boltzmann equation is

(1/τ − iω + iqv_z)Φ + ω_c ∂Φ/∂φ = −e v·E.

For the helicon polarization E = E₀(1, i, 0), the product v·E is v_⊥E₀e^{iφ}. Hence Φ ∝ e^{iφ}, and ∂/∂φ becomes i:

Φ = −eτv_⊥E₀e^{iφ}/(a + isμ),
a = 1 − iωτ + iω_cτ,  s = qv_Fτ,  μ = v_z/v_F.

The current J₋ is the Fermi-surface average of −e v_⊥e^{−iφ}Φ times the density of states 3n/(mv_F²). Since E₋ = 2E₀ and v_⊥² = v_F²(1 − μ²), the conductivity σ₋ = J₋/E₋ is

σ₋ = (1/ρ₀)(3/4)∫₋₁¹ dμ (1 − μ²)/(a + isμ).

For s ≪ |a|, expand 1/(a + isμ) = (1/a)(1 − isμ/a − s²μ²/a² + …). The odd term integrates to zero. The weights are (3/4)∫(1 − μ²)dμ = 1 and (3/4)∫(1 − μ²)μ²dμ = (3/4)(2/3 − 2/5) = 1/5. Thus, to this order,

1/σ₋ = ρ₀[a + s²/(5a)].

Equation (2) gives Ω = −iq²/(μ₀σ₋). With ωτ ≪ 1, a = 1 + iω_cτ and 1/a = (1 − iω_cτ)/(1 + ω_c²τ²), so

Ω = (q²ρ₀/μ₀)[ω_cτ(1 − δ) − i(1 + δ)],
δ = s²/[5(1 + ω_c²τ²)] ≈ (qv_F/ω_c)²/5.

The frequency falls and the decay rate rises by the same fraction δ. For free electrons v_F = ħ(3π²n)^{1/3}/m = 1.07×10⁶ m/s, so q₁v_F/ω_c = 0.019 and δ = 7×10⁻⁵. The local model is accurate in the bulk because an electron moves only a small part of a wavelength along z during one cyclotron turn.

This estimate applies directly to a plate whose faces reflect electrons specularly. Reflection reverses v_z alone, and the field cos q_N z continues evenly through each face, so the plate is equivalent to an infinite metal carrying the same cosine wave. Diffusely scattering faces add a loss, which can be estimated to first order. An electron leaving such a face starts with Φ = 0, so its share 1/a of the conductivity is reduced by the fraction exp(−az/(lμ)), where l = v_Fτ is the mean free path and z the distance from the face. Integrating over z gives lμ/a². Projecting on cos q_N z contributes 2/d for each of the two faces, and the angular weight is (3/4)∫₀¹(1 − μ²)μ dμ = 3/16. Thus ρ₀σ₋ ≈ 1/a − (3l/4d)/a², or 1/σ₋ ≈ ρ₀[a + 3l/(4d)]. The frequency is unchanged at this order, and the decay rate rises by the fraction 3l/(4d). Here l = 0.107 mm, about a tenth of the thickness, so the rise is about 8%, far larger than δ. The decay rates in (e), and the width, quality factor and resonant signal heights that depend on them, should be read as those for specular faces.
